# Isotope scattering of phonons: Tamura's rate and its cubic form, part 1

(Sections cited here and not found follow in the second part.)

## Random masses and the averaged response of the lattice

In a perfect harmonic crystal every normal mode keeps its energy for ever. Replacing the isotopes of a real crystal by atoms of the mean mass does not change this, because the mean-mass crystal is perfect again. The resistance that isotopes offer to lattice waves is therefore lost as soon as the masses are averaged in the equation of motion. The familiar long-wave law, with a scattering rate proportional to the fourth power of the frequency, restores the effect for slow vibrations, but it cannot be carried to the frequencies where most modes lie. In the fcc model treated below, extending that law to two modes inside the spectrum gives 0.54 times the correct rate for one and 1.27 times for the other. What is needed is a rate that uses the actual modes of the crystal.

Consider \(N\) primitive cells, labelled \(l\), with periodic boundary conditions. The sites within a cell are labelled \(\kappa\) and the Cartesian components \(\alpha,\beta\). The displacement \(u_{l\kappa\alpha}\) obeys
\[
m_{l\kappa}\,\ddot u_{l\kappa\alpha}=-\sum_{l'\kappa'\beta}\Phi_{l\kappa\alpha,l'\kappa'\beta}\,u_{l'\kappa'\beta}. \tag{1}
\]
The force constants \(\Phi\) are taken to be those of the perfect crystal. This is the Born–Oppenheimer picture: the electrons respond to the nuclear charges and positions, and these are the same for all isotopes of an element. The disorder then sits in the masses alone.

Let \(c_{i\kappa}\) be the fraction of sites of type \(\kappa\) occupied by isotope \(i\) of mass \(m_{i\kappa}\). Define the mean mass and the relative deviation from it by
\[
\bar m_\kappa=\sum_i c_{i\kappa}m_{i\kappa},\qquad m_{l\kappa}=\bar m_\kappa(1+\varepsilon_{l\kappa}). \tag{2}
\]
Angle brackets denote an average over the random placing of the isotopes. The first moment vanishes because of the choice of \(\bar m_\kappa\):
\[
\langle\varepsilon_{l\kappa}\rangle=\sum_i c_{i\kappa}\left(\frac{m_{i\kappa}}{\bar m_\kappa}-1\right)=1-1=0. \tag{3}
\]
The second moment is the mass-variance parameter,
\[
g_2(\kappa)=\langle\varepsilon_{l\kappa}^2\rangle=\sum_i c_{i\kappa}\left(1-\frac{m_{i\kappa}}{\bar m_\kappa}\right)^2. \tag{4}
\]
We assume that different sites are occupied independently. The average of a product over two different sites is then a product of two averages, each zero by (3), so
\[
\langle\varepsilon_{l\kappa}\varepsilon_{l'\kappa'}\rangle=g_2(\kappa)\,\delta_{ll'}\delta_{\kappa\kappa'}. \tag{5}
\]
If isotopes were clustered or ordered, (5) would acquire terms between different sites and the results below would change.

The model crystal used later has isotopes of mass 0.9, 1.0 and 1.1 in units of the mean mass, with fractions 1/4, 1/2 and 1/4. Equation (4) gives
\[
g_2=\tfrac14(0.1)^2+\tfrac12(0)^2+\tfrac14(0.1)^2=0.005 .
\]
A ten per cent spread of mass thus enters as half a per cent.

**The scaled equation of motion.** Introduce the coordinates \(w_{l\kappa\alpha}=\sqrt{\bar m_\kappa}\,u_{l\kappa\alpha}\), scaled with the mean mass and not with the actual one. Substituting \(u=w/\sqrt{\bar m}\) and (2) into (1) gives
\[
\bar m_\kappa(1+\varepsilon_{l\kappa})\frac{\ddot w_{l\kappa\alpha}}{\sqrt{\bar m_\kappa}}
=-\sum_{l'\kappa'\beta}\Phi_{l\kappa\alpha,l'\kappa'\beta}\frac{w_{l'\kappa'\beta}}{\sqrt{\bar m_{\kappa'}}}.
\]
Division by \(\sqrt{\bar m_\kappa}\) leaves, in matrix notation,
\[
(1+\varepsilon)\ddot w=-D_0w,\qquad
(D_0)_{l\kappa\alpha,l'\kappa'\beta}=\frac{\Phi_{l\kappa\alpha,l'\kappa'\beta}}{\sqrt{\bar m_\kappa\bar m_{\kappa'}}}. \tag{6}
\]
Here \(\varepsilon\) is a diagonal matrix with the entries \(\varepsilon_{l\kappa}\), the same for the three components of a site. All the disorder is in this diagonal matrix, and \(D_0\) is the dynamical matrix of the mean-mass crystal.

The modes of that crystal are Bloch waves with wavevector \(q\) and branch index \(j\):
\[
D_0\,b_{qj}=\omega_{qj}^2\,b_{qj},\qquad
(b_{qj})_{l\kappa\alpha}=\frac{1}{\sqrt N}\,e_{\kappa\alpha}(qj)\,e^{iq\cdot R_l}. \tag{7}
\]
\(R_l\) is the position of cell \(l\). The polarization vectors are normalized over the whole cell,
\[
\sum_{\kappa\alpha}|e_{\kappa\alpha}(qj)|^2=1, \tag{8}
\]
which makes each \(b_{qj}\) a unit vector. Being eigenvectors of a Hermitian matrix, the \(b_{qj}\) can be chosen orthonormal, and they form a complete set.

**What is to be calculated.** At time zero, launch one such wave with its own velocity, \(w(0)=b\) and \(\dot w(0)=-i\omega_q b\), where \(b=b_{qj}\) and \(\omega_q=\omega_{qj}\). In the mean-mass crystal it would continue as \(b\,e^{-i\omega_qt}\). In the disordered crystal we ask how much of it is left at time \(t\), that is, how the amplitude \(b^\dagger w(t)\) decays. Complex displacements are allowed because the equation is linear with real coefficients, so the real and imaginary parts move independently.

Define the one-sided transform \(\tilde w(\omega)=\int_0^\infty e^{i\omega t}w(t)\,dt\), where \(\omega\) has a small positive imaginary part so that the integral converges. Two integrations by parts give
\[
\int_0^\infty e^{i\omega t}\ddot w\,dt=-\dot w(0)+i\omega w(0)-\omega^2\tilde w. \tag{9}
\]
The first integration yields \(-\dot w(0)-i\omega\int e^{i\omega t}\dot w\,dt\), and the second replaces the remaining integral by \(-w(0)-i\omega\tilde w\). Inserting (9) into (6) and collecting the terms in \(\tilde w\) on the left,
\[
\left[\omega^2(1+\varepsilon)-D_0\right]\tilde w=(1+\varepsilon)\left[i\omega w(0)-\dot w(0)\right]
=i(\omega+\omega_q)(1+\varepsilon)b. \tag{10}
\]
The solution is expressed by the response matrices, or Green functions, of the disordered and of the mean-mass crystal:
\[
G=\left[\omega^2(1+\varepsilon)-D_0\right]^{-1},\qquad G_0=\left[\omega^2-D_0\right]^{-1}. \tag{11}
\]
Thus \(\tilde w=i(\omega+\omega_q)\,G(1+\varepsilon)b\).

The source contains \(\varepsilon\) as well, since the wave was launched with the displacements of the mean-mass crystal. This does not alter the decay rate, as the following identity shows. By definition \(G(G_0^{-1}+\omega^2\varepsilon)=1\), so that \(G\varepsilon=(1-GG_0^{-1})/\omega^2\). Acting on \(b\), the matrix \(G_0^{-1}\) gives the number \(\omega^2-\omega_q^2\). Hence
\[
\langle G(1+\varepsilon)\rangle b
=\langle G\rangle b\left[1-\frac{\omega^2-\omega_q^2}{\omega^2}\right]+\frac{b}{\omega^2}
=\frac{\omega_q^2}{\omega^2}\langle G\rangle b+\frac{b}{\omega^2}. \tag{12}
\]
The factors \(1/\omega^2\) are smooth near \(\omega_q\), where \(\omega_q^2/\omega^2\) is close to 1, so they add no pole there. The oscillation near \(\omega_q\) is governed by the pole of \(\langle G\rangle\) near \(\omega_q\): a pole at \(\omega_p\) contributes a term proportional to \(e^{-i\omega_pt}\), which decays if \(\omega_p\) lies below the real axis.

**Averaging the response.** From (11), \(G=(G_0^{-1}+\omega^2\varepsilon)^{-1}\). Expanding in powers of \(\varepsilon\),
\[
G=G_0-G_0\,\omega^2\varepsilon\,G_0+G_0\,\omega^2\varepsilon\,G_0\,\omega^2\varepsilon\,G_0-\dots \tag{13}
\]
On averaging, the second term vanishes by (3). This is the statement that the mean-mass crystal is the right starting point: no shift remains at first order. The third term contains \(\omega^4\langle\varepsilon G_0\varepsilon\rangle\).

It would be wrong to stop at this term and read off the decay directly. Near \(\omega_q\) each \(G_0\) is large, and the double pole of the third term gives a correction to the amplitude proportional to \(t\). This straight line follows the decay only at the start; at long times its modulus grows without bound while the true signal dies away. The remedy is to expand the inverse of \(\langle G\rangle\) instead. Define the self-energy \(\Sigma\) by
\[
\langle G\rangle^{-1}=G_0^{-1}-\Sigma,\qquad\text{so that}\qquad
\langle G\rangle=G_0+G_0\Sigma G_0+G_0\Sigma G_0\Sigma G_0+\dots \tag{14}
\]
Comparison with the average of (13) at second order in \(\varepsilon\) gives
\[
\Sigma=\omega^4\langle\varepsilon\,G_0\,\varepsilon\rangle. \tag{15}
\]
The elements follow from (5). The factor \(\varepsilon\) on the left carries the row site and the factor on the right the column site, and the average requires these to be the same:
\[
\Sigma_{l\kappa\alpha,l'\kappa'\beta}=\delta_{ll'}\delta_{\kappa\kappa'}\;\omega^4g_2(\kappa)\,\big[G_\kappa(\omega)\big]_{\alpha\beta}. \tag{16}
\]
Here \(G_\kappa\) is the \(3\times3\) block of \(G_0\) that starts and ends on the same site. It does not depend on \(l\), since the mean-mass crystal is periodic. In physical terms, a passing wave meets an atom of unusual mass, which acts as a source of strength \(\omega^2\varepsilon\). The lattice responds at that site, and this response acts back on the wave through the same \(\varepsilon\). Contributions from different atoms have random relative signs and cancel in the average.

The leading neglected term shows what the approximation requires. At third order in (13), three factors \(-\omega^2\varepsilon\) on one site add \(-\omega^6\langle\varepsilon^3\rangle G_\kappa^2\) to the self-energy. Relative to (16) this is of size
\[
\frac{|\langle\varepsilon^3\rangle|}{g_2(\kappa)}\;\omega^2|G_\kappa|. \tag{17}
\]
What must be small is therefore the product of the mass deviation and the local response \(\omega^2G_\kappa\). For long waves \(\omega^2G_\kappa\) is small and large deviations are tolerated. In a narrow band or at a sharp peak of the spectrum it is large, and the condition can fail even for a modest spread of mass. The third-order term is odd in \(\varepsilon\). Reversing the sign of every deviation from the mean mass turns a few heavy atoms in a lighter crystal into a few light atoms in a heavier one. This leaves \(g_2\) unchanged and reverses the sign of the third-order term. It vanishes for the symmetric isotope mixture of the example.

**The imaginary part of the local response.** Since the modes (7) are complete and orthonormal, \(G_0=\sum_{q'j'}b_{q'j'}b_{q'j'}^\dagger/(\omega^2-\omega_{q'j'}^2)\). In the block with \(l=l'\) and \(\kappa=\kappa'\) the Bloch phases cancel, which leaves
\[
\big[G_\kappa(\omega)\big]_{\alpha\beta}=\frac1N\sum_{q'j'}\frac{e_{\kappa\alpha}(q'j')\,e^*_{\kappa\beta}(q'j')}{(\omega+i\eta)^2-\omega_{q'j'}^2},\qquad \eta\to0^+. \tag{18}
\]
The positive \(\eta\) is the one that made the transform converge, and it fixes the sign of the damping. To first order in \(\eta\), the denominator is \(x+2i\eta\omega\) with \(x=\omega^2-\omega_{q'j'}^2\). For \(\omega>0\),
\[
\operatorname{Im}\frac{1}{x+2i\eta\omega}=-\frac{2\eta\omega}{x^2+(2\eta\omega)^2}\;\longrightarrow\;-\pi\,\delta(x). \tag{19}
\]
The delta function in squared frequencies is converted with the slope \(2\omega\) of \(\omega^2\):
\[
\delta(\omega^2-\omega_{q'j'}^2)=\frac{\delta(\omega-\omega_{q'j'})}{2\omega}. \tag{20}
\]
The products \(e_{\kappa\alpha}e^*_{\kappa\beta}\) in (18) are complex in general, but their sum is real. The real force constants allow the choice \(e_\kappa(-q'j')=e_\kappa^*(q'j')\) at equal frequency, so the terms of \(q'\) and \(-q'\) are complex conjugates. Taking the imaginary part of (18) therefore means taking that of the denominator alone:
\[
\operatorname{Im}G_\kappa(\omega)=-\frac{\pi}{2\omega}\,T_\kappa(\omega),\qquad
\big[T_\kappa(\omega)\big]_{\alpha\beta}=\frac1N\sum_{q'j'}e_{\kappa\alpha}(q'j')\,e^*_{\kappa\beta}(q'j')\,\delta(\omega-\omega_{q'j'}). \tag{21}
\]
The real symmetric tensor \(T_\kappa\) is the local vibrational spectrum: its element along a direction says how strongly the modes of frequency \(\omega\) move site \(\kappa\) in that direction. For each \(q'\), completeness gives \(\sum_{j'}e_{\kappa\alpha}e^*_{\kappa\beta}=\delta_{\alpha\beta}\), and there are \(N\) wavevectors, so
\[
\int_0^\infty\big[T_\kappa(\omega)\big]_{\alpha\beta}\,d\omega=\delta_{\alpha\beta}. \tag{22}
\]
Each atom has one unit of spectrum for each direction, three in all.

The limits have an order. The crystal must be made large before \(\eta\) goes to zero, so that the separate levels merge into a continuous spectrum. That spectrum need not be smooth: in the fcc model treated below, the density of states per atom falls by about 1 between neighbouring frequency bins of width 0.01 at \(\omega=2\). In a finite crystal this means that decay is followed for times too short to resolve the separate levels.

## The scattering rate, its cubic form and a worked example

The results needed from the first half are these. The mean-mass crystal of \(N\) cells has modes \(qj\) with frequencies \(\omega_{qj}\) and polarization vectors \(e_\kappa(qj)\) on the sites \(\kappa\), normalized to \(\sum_\kappa|e_\kappa|^2=1\). The corresponding unit vectors \(b_{qj}\) carry the Bloch phase. The relative mass deviation \(\varepsilon\) has zero mean and variance \(g_2(\kappa)\), with no correlation between sites. The amplitude of a launched mode follows the pole of \(\langle G\rangle=[\omega^2-D_0-\Sigma]^{-1}\). To second order in \(\varepsilon\), \(\Sigma\) is diagonal in the sites, with blocks \(\Sigma_\kappa=\omega^4g_2(\kappa)G_\kappa\), and \(\operatorname{Im}G_\kappa=-(\pi/2\omega)T_\kappa\), where \(T_\kappa\) is the local spectrum (21).

To second order in the mass deviations, the averaged effect of the disorder is a self-energy that is diagonal in the sites, with an imaginary part set by the local vibrational spectrum. It remains to find the pole of the averaged response, obtain the scattering rate from it, and test that rate against simulations.
